# The Névot–Croce roughness factor and its Debye–Waller counterpart near the critical angle: test program

```python
"""Specular X-ray reflection from a rough interface, scalar wave.

Result under test, to second order in the rms height sigma:
    r / r_F = 1 - 2 k0 sigma^2 [k1 + M],   M = <p0 - p1>
k0, k1 : normal wavenumbers in vacuum and medium, k1^2 = k0^2 - kc^2
r_F    : Fresnel amplitude (k0 - k1)/(k0 + k1)
p0, p1 : normal wavenumbers of diffuse waves, averaged over the
         normalized roughness spectrum (correlation length xi)
Short xi: M -> 0, Nevot-Croce factor exp(-2 k0 k1 sigma^2).
Long xi:  M -> k0 - k1, Debye-Waller factor exp(-2 k0^2 sigma^2).
The wave travels towards +z, into the medium. Lengths are in nm.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.special import gamma, j0, ndtr


def root(x):
    """Square root with non-negative imaginary part for real x."""
    return np.sqrt(x + 0j)


def fresnel(k0, v):
    k1 = root(k0**2 - v)
    return (k0 - k1) / (k0 + k1)


def graded_amplitude(k0, v, sigma):
    """Integrate the wave equation through v * Phi(z / sigma)."""
    k1 = root(k0**2 - v)
    edge = 9 * sigma

    def rhs(z, y):
        return np.array([y[1], (v * ndtr(z / sigma) - k0**2) * y[0]])

    sol = solve_ivp(rhs, (edge, -edge), np.array([1 + 0j, 1j * k1]),
                    method="DOP853", rtol=1e-12, atol=1e-15,
                    max_step=sigma / 4)
    assert sol.success
    psi, slope = sol.y[:, -1]
    forward = psi + slope / (1j * k0)
    backward = psi - slope / (1j * k0)
    return backward / forward * np.exp(-2j * k0 * edge)


def nevot_croce(k0, v, sigma):
    return np.exp(-2 * k0 * root(k0**2 - v) * sigma**2)


# Graded interface: second- and third-order terms, wavenumbers in kc.
# The scaled remainder stays finite only if the second order is right.
for k0, v in ((0.7, 1.0), (1.5, 1.0), (1.05, 1.0 - 0.1j)):
    k1 = root(k0**2 - v)

    def remainder(s):
        ratio = graded_amplitude(k0, v, s) / fresnel(k0, v)
        return (ratio - 1 + 2 * k0 * k1 * s**2) / s**3

    cubic = 2 * remainder(0.015) - remainder(0.03)
    predicted = 4j * k0 * v / (3 * np.sqrt(np.pi))
    assert abs(cubic / predicted - 1) < 0.01


# Above the critical angle the error of the reflectivity is fourth order.
def log_modulus_error(s):
    exact = graded_amplitude(1.5, 1.0, s)
    return np.log(abs(exact / fresnel(1.5, 1.0) / nevot_croce(1.5, 1.0, s)))


assert log_modulus_error(0.1) / log_modulus_error(0.05) > 12

# Kinematic regime: the full exponential is needed and holds.
kin_exact = graded_amplitude(20.0, 1.0, 0.05) / fresnel(20.0, 1.0)
kin_nc = nevot_croce(20.0, 1.0, 0.05)
assert abs(kin_exact / kin_nc - 1) < 0.02


# Gaussian average of the two vacuum amplitudes at fixed transmission.
def gaussian_mean(func):
    def weighted(x):
        return func(x) * np.exp(-x * x / 2) / np.sqrt(2 * np.pi)
    re = quad(lambda x: weighted(x).real, -12, 12)[0]
    im = quad(lambda x: weighted(x).imag, -12, 12)[0]
    return re + 1j * im


for k0 in (0.7, 1.5):
    k1, s = root(k0**2 - 1), 0.4
    top = gaussian_mean(lambda x: np.exp(1j * (k0 + k1) * s * x))
    bottom = gaussian_mean(lambda x: np.exp(1j * (k1 - k0) * s * x))
    assert abs(top / bottom - nevot_croce(k0, 1.0, s)) < 1e-8

# Model parameters of the worked example.
wavelength = 0.15
density = 2000.0
sigma = 1.0
r_e = constants.physical_constants["classical electron radius"][0] * 1e9
k = 2 * np.pi / wavelength
kc = np.sqrt(4 * np.pi * r_e * density)
v = kc**2
xi_cross = 2 * k / v


def diffuse_wavenumbers(k0, q):
    """Normal wavenumbers after a lateral momentum change q."""
    kx = np.sqrt(k**2 - k0**2)
    p0_squared = k0**2 - 2 * kx * q - q**2
    return root(p0_squared), root(p0_squared - v)


def corrugated(k0, period, waves, nmax):
    """Mode matching for h = sum amp*cos(j*K*x + phase), K = 2 pi/period.
    Returns order numbers, reflected and transmitted amplitudes, p0, p1."""
    big_k = 2 * np.pi / period
    n = np.arange(-nmax, nmax + 1)
    p0, p1 = diffuse_wavenumbers(k0, n * big_k)
    phase = 2 * np.pi * np.arange(8 * nmax) / (8 * nmax)
    h = sum(a * np.cos(j * phase + shift) for j, a, shift in waves)
    lateral = np.exp(1j * np.outer(phase, n))
    up = lateral * np.exp(-1j * np.outer(h, p0))
    down = lateral * np.exp(1j * np.outer(h, p1))
    matrix = np.block([[up, -down], [-1j * p0 * up, -1j * p1 * down]])
    incident = np.exp(1j * k0 * h)
    rhs = -np.concatenate([incident, 1j * k0 * incident])
    sol = np.linalg.lstsq(matrix, rhs, rcond=None)[0]
    return n, sol[:n.size], sol[n.size:], p0, p1


# Second-order formula against mode matching, short to long periods.
waves = ((1, 0.02, 0.0), (3, 0.01, 1.0))
variance = sum(a**2 / 2 for _, a, _ in waves)
for k0 in (0.8 * kc, 1.2 * kc):
    for period in (50.0, 3.0e3, 1.0e4, 1.0e6):
        n, refl, _, _, _ = corrugated(k0, period, waves, 6)
        ratio = refl[n == 0][0] / fresnel(k0, v)
        measured = (1 - ratio) / (2 * k0 * variance)
        mean = 0
        for j, a, _ in waves:
            for sign in (-1, 1):
                b0, b1 = diffuse_wavenumbers(
                    k0, sign * j * 2 * np.pi / period)
                mean += a**2 / 4 / variance * (b0 - b1)
        formula = root(k0**2 - v) + mean
        assert abs(measured / formula - 1) < 0.01

# Very wide corrugation: the specular wave is the mean of local mirrors.
# For a cosine height the mean of exp(2 i k0 h) is a Bessel function.
amp = np.sqrt(2) * sigma
n, refl, _, _, _ = corrugated(1.5 * kc, 1e8, ((1, amp, 0.0),), 10)
local = refl[n == 0][0] / fresnel(1.5 * kc, v)
assert abs(local - j0(2 * 1.5 * kc * amp)) < 1e-3
height_mean = gaussian_mean(lambda x: np.exp(2j * 1.5 * kc * sigma * x))
assert abs(height_mean - np.exp(-2 * (1.5 * kc * sigma)**2)) < 1e-8

# Flux balance below the critical angle.
flux_period = 2.0e4
n, refl, trans, p0, p1 = corrugated(
    0.8 * kc, flux_period, ((1, amp, 0.0),), 10)
flux_up = abs(refl)**2 * p0.real / (0.8 * kc)
flux_down = abs(trans)**2 * p1.real / (0.8 * kc)
specular = flux_up[n == 0][0]
diffuse_up = flux_up.sum() - specular
diffuse_down = flux_down.sum()
assert abs(specular + diffuse_up + diffuse_down - 1) < 1e-6
assert specular < 0.99


def diffuse_mean(k0, xi):
    """M for the correlation function exp(-x^2 / (2 xi^2))."""
    kx = np.sqrt(k**2 - k0**2)
    branch0 = k0**2 / (k + kx) * xi
    branch1 = (k0**2 - v) / (np.sqrt(k**2 - v) + kx) * xi
    inner = [u for u in (0.0, branch0, branch1) if -8 < u < 8]
    cuts = sorted(set([-8.0, 8.0] + inner))

    def integrand(u):
        b0, b1 = diffuse_wavenumbers(k0, u / xi)
        return v / (b0 + b1) * np.exp(-u * u / 2) / np.sqrt(2 * np.pi)

    total = 0
    for a, b in zip(cuts[:-1], cuts[1:]):
        total += quad(lambda u: integrand(u).real, a, b, limit=300)[0]
        total += 1j * quad(lambda u: integrand(u).imag, a, b, limit=300)[0]
    return total


# Short-correlation law and the two limits.
coefficient = gamma(0.25) / (4 * 2**0.25 * np.sqrt(np.pi))
short_numeric = diffuse_mean(kc, 5.0)
short_law = (1 - 1j) * coefficient * v * np.sqrt(5.0 / (2 * k))
assert abs(short_numeric / short_law - 1) < 0.03
k0 = 1.1 * kc
k1 = root(k0**2 - v)
assert abs(diffuse_mean(k0, 1e6) / (k0 - k1) - 1) < 0.02
assert abs(diffuse_mean(k0, 10.0)) < 0.1 * kc

print(f"wavelength {wavelength} nm, electron density {density:.0f} nm^-3")
print(f"rms roughness sigma {sigma} nm")
print(f"classical electron radius {r_e:.6e} nm")
print(f"k {k:.4f} nm^-1, kc {kc:.5f} nm^-1, kc*sigma {kc*sigma:.4f}")
print(f"critical angle {np.degrees(np.arcsin(kc / k)):.4f} deg")
print(f"crossover length 2k/kc^2 {xi_cross:.1f} nm")
print("Reflectivities: Fresnel, graded, Nevot-Croce, Debye-Waller")
table = {}
for x in (0.8, 1.0, 1.1, 1.5, 3.0, 6.0, 10.0):
    k0 = x * kc
    rf = fresnel(k0, v)
    exact = graded_amplitude(k0, v, sigma)
    nc = rf * nevot_croce(k0, v, sigma)
    dw = rf * np.exp(-2 * k0**2 * sigma**2)
    table[x] = [abs(a)**2 for a in (rf, exact, nc, dw)]
    print(f"k0/kc {x:4.1f}: " + " ".join(f"{a:.4e}" for a in table[x]))
assert abs(table[0.8][1] - 1) < 1e-8 and abs(table[1.0][1] - 1) < 1e-8
_, exact, nc, dw = table[1.1]
assert abs(nc - exact) < 0.2 * abs(dw - exact)

k0 = 0.8 * kc
kappa = root(k0**2 - v).imag
phase = np.angle(graded_amplitude(k0, v, sigma) / fresnel(k0, v))
phase2 = -2 * k0 * kappa * sigma**2
phase3 = 4 * k0 * v * sigma**3 / (3 * np.sqrt(np.pi))
print("Phase of r/r_F at k0/kc 0.8, in rad:")
print(f"graded {phase:.5f}, Nevot-Croce {phase2:.5f}")
print(f"third-order term {phase3:.5f}, sum {phase2 + phase3:.5f}")
print(f"Kinematic test, kc*sigma 0.05, k0*sigma 1: r/r_F modulus")
print(f"graded {abs(kin_exact):.5f}, Nevot-Croce {abs(kin_nc):.5f}")

print("Re(k1+M)/kc at k0/kc = 0.8, 1.0, 1.1")
angles = (0.8, 1.0, 1.1)
limit_nc = [root(x**2 - 1).real for x in angles]
print("Nevot-Croce limit: " + " ".join(f"{a:.4f}" for a in limit_nc))
for xi in (10.0, 100.0, 1e3, 1e4, 1e5, 1e6):
    row = [(root((x * kc)**2 - v) + diffuse_mean(x * kc, xi)).real / kc
           for x in angles]
    print(f"xi {xi:9.0f} nm: " + " ".join(f"{a:.4f}" for a in row))
print("Debye-Waller limit: " + " ".join(f"{a:.4f}" for a in angles))
print(f"short-xi coefficient {coefficient:.5f}")
print(f"xi 5 nm, k0=kc: Re M {short_numeric.real:.6f} nm^-1,"
      f" law {short_law.real:.6f} nm^-1")
print(f"Cosine surface, period {flux_period:.0f} nm, rms {sigma} nm,"
      " k0/kc 0.8")
print(f"specular flux {specular:.5f}")
print(f"diffuse flux in vacuum {diffuse_up:.5f}")
print(f"diffuse flux in medium {diffuse_down:.5f}")
print(f"sum of fluxes {specular + diffuse_up + diffuse_down:.8f}")
print("all good")
```

Printed output:

```
wavelength 0.15 nm, electron density 2000 nm^-3
rms roughness sigma 1.0 nm
classical electron radius 2.817940e-06 nm
k 41.8879 nm^-1, kc 0.26613 nm^-1, kc*sigma 0.2661
critical angle 0.3640 deg
crossover length 2k/kc^2 1182.9 nm
Reflectivities: Fresnel, graded, Nevot-Croce, Debye-Waller
k0/kc  0.8: 1.0000e+00 1.0000e+00 1.0000e+00 8.3418e-01
k0/kc  1.0: 1.0000e+00 1.0000e+00 1.0000e+00 7.5330e-01
k0/kc  1.1: 1.6961e-01 1.4706e-01 1.4704e-01 1.2039e-01
k0/kc  1.5: 2.1286e-02 1.3244e-02 1.3236e-02 1.1253e-02
k0/kc  3.0: 8.6655e-04 7.8517e-05 7.8314e-05 6.7688e-05
k0/kc  6.0: 4.9598e-05 2.1766e-09 2.1295e-09 1.8464e-09
k0/kc 10.0: 6.3131e-06 3.5379e-17 3.6205e-18 3.1412e-18
Phase of r/r_F at k0/kc 0.8, in rad:
graded -0.05691, Nevot-Croce -0.06799
third-order term 0.01134, sum -0.05665
Kinematic test, kc*sigma 0.05, k0*sigma 1: r/r_F modulus
graded 0.13567, Nevot-Croce 0.13567
Re(k1+M)/kc at k0/kc = 0.8, 1.0, 1.1
Nevot-Croce limit: 0.0000 0.0000 0.4583
xi        10 nm: 0.0396 0.0396 0.4979
xi       100 nm: 0.1257 0.1275 0.5867
xi      1000 nm: 0.4097 0.4471 0.9169
xi     10000 nm: 0.7963 0.8568 1.1221
xi    100000 nm: 0.8000 0.9553 1.1002
xi   1000000 nm: 0.8000 0.9859 1.1000
Debye-Waller limit: 0.8000 1.0000 1.1000
short-xi coefficient 0.43002
xi 5 nm, k0=kc: Re M 0.007452 nm^-1, law 0.007440 nm^-1
Cosine surface, period 20000 nm, rms 1.0 nm, k0/kc 0.8
specular flux 0.84939
diffuse flux in vacuum 0.14072
diffuse flux in medium 0.00989
sum of fluxes 1.00000000
all good
```
